# Why the Symmetrised Displacement Gradient Misreads Strain Under Large Rotation: a program that tests the result

```python
# RESULT UNDER TEST: a rigid rotation by theta about unit axis n gives
#   eps = sym(F - I) = (cos(theta) - 1) (I - n n^T),  but  E = (F^T F - I)/2 = 0.
# F: deformation gradient; eps: symmetrised displacement gradient;
# E: Green-Lagrange strain. Axes: x ribbon length, y width, z thickness.
# Silicon parameters are rough typical values. The Gaussian-well crystal is
# a separate model used to test which strain measure band energies follow.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.optimize import brentq

I3 = np.eye(3)


def small_strain(F):
    return (F + F.T) / 2 - I3


def green_strain(F):
    return (F.T @ F - I3) / 2


def cross_matrix(n):
    return np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])


# ---------- rigid rotation and general kinematics ----------
degrees = 5.0
theta = np.radians(degrees)
K = cross_matrix(np.array([0.0, -1.0, 0.0]))   # turns x towards z
Q = expm(theta * K)
eps_rigid, E_rigid = small_strain(Q), green_strain(Q)
assert np.max(np.abs(E_rigid)) < 1e-14
assert abs(eps_rigid[0, 0] + theta**2 / 2) < theta**4 / 20

rng = np.random.default_rng(4)
for _ in range(20):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    angle = rng.uniform(0.05, 2.5)
    rotation = expm(angle * cross_matrix(n))
    formula = (np.cos(angle) - 1) * (I3 - np.outer(n, n))
    assert np.allclose(small_strain(rotation), formula, atol=1e-12)
    F = I3 + 0.2 * rng.normal(size=(3, 3))
    eps = small_strain(F)
    omega = (F - F.T) / 2
    E_split = eps + (eps @ eps + eps @ omega - omega @ eps
                     - omega @ omega) / 2
    fibre = rng.normal(size=3)
    fibre /= np.linalg.norm(fibre)
    image = F @ fibre
    length = np.linalg.norm(image)
    turn = np.arctan2(np.linalg.norm(np.cross(fibre, image)), fibre @ image)
    assert abs((length**2 - 1) / 2 - fibre @ E_split @ fibre) < 1e-12
    assert abs(length * np.cos(turn) - 1 - fibre @ eps @ fibre) < 1e-12
    assert np.allclose(green_strain(rotation @ F), green_strain(F), atol=1e-12)

# Zero symmetrised gradient with real stretching
F_hidden = I3 + np.tan(theta) * K
assert np.max(np.abs(small_strain(F_hidden))) < 1e-15
hidden_stretch = np.linalg.norm(F_hidden @ I3[0]) - 1
assert abs(hidden_stretch - (1 / np.cos(theta) - 1)) < 1e-13
for a in np.linspace(0, np.pi, 7):
    v = np.array([np.cos(a), 0, np.sin(a)])
    assert abs(np.linalg.norm(F_hidden @ v) - 1 - hidden_stretch) < 1e-13

# ---------- stretched and bent ribbon, differentiated numerically ----------
thickness, radius = 50.0, 50000.0              # nm
stretch, poisson = 0.005, 0.28
lam, lam_side = 1 + stretch, 1 - poisson * stretch


def bent_position(P):
    phi = lam * P[0] / radius
    r = radius - lam_side * P[2]
    return np.array([r * np.sin(phi), lam_side * P[1],
                     radius - r * np.cos(phi)])


def gradient_at(P, h=1.0):
    columns = [(bent_position(P + h * d) - bent_position(P - h * d)) / (2 * h)
               for d in I3]
    return np.array(columns).T


X_point = radius * theta / lam
F_mid = gradient_at(np.array([X_point, 0.0, 0.0]))
F_outer = gradient_at(np.array([X_point, 0.0, -thickness / 2]))
eps_mid, E_mid, E_outer = small_strain(F_mid), green_strain(F_mid), green_strain(F_outer)
assert abs(eps_mid[0, 0] - (lam * np.cos(theta) - 1)) < 1e-9
assert abs(eps_mid[0, 2] - np.sin(theta) * (lam - lam_side) / 2) < 1e-9
assert np.allclose(E_mid, np.diag([lam**2 - 1, lam_side**2 - 1,
                                   lam_side**2 - 1]) / 2, atol=1e-9)
lam_outer = lam * (1 + lam_side * thickness / (2 * radius))
assert abs(E_outer[0, 0] - (lam_outer**2 - 1) / 2) < 1e-9


def axial_reading(angle):
    return small_strain(expm(angle * K) @ np.diag([lam, lam_side, lam_side]))[0, 0]


angle_10 = brentq(lambda a: stretch - axial_reading(a) - 0.1 * stretch, 1e-4, 0.5)
angle_zero = brentq(axial_reading, 1e-4, 0.5)
assert abs(angle_10 - np.arccos(1 - 0.1 * stretch / lam)) < 1e-9
assert abs(angle_zero - np.arccos(1 / lam)) < 1e-9

# ---------- band energies of a deformed cubic crystal of Gaussian wells ----------
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10    # angstrom
cell_A, width_A, depth_eV = 5.0, 0.8, 15.0
m = np.arange(-3, 4)
indices = np.array(np.meshgrid(m, m, m, indexing='ij')).reshape(3, -1).T


def valley_energies(F):
    """Lowest energies (eV) at the three co-moving zone-face centres."""
    lattice = cell_A / bohr * F
    B = 2 * np.pi * np.linalg.inv(lattice).T
    G = indices @ B.T
    g2 = np.sum(G**2, axis=1)
    q2 = g2[:, None] + g2[None, :] - 2 * G @ G.T
    s = width_A / bohr
    V = (-depth_eV / hartree * (2 * np.pi)**1.5 * s**3
         / np.linalg.det(lattice) * np.exp(-s**2 * q2 / 2))
    result = []
    for axis in range(3):
        k = B @ (I3[axis] / 2)
        H = V + np.diag(np.sum((G + k)**2, axis=1) / 2)
        result.append(eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0])
    return np.array(result) * hartree


step = 1e-4
plus = valley_energies(np.diag([1 + step, 1, 1]))
minus = valley_energies(np.diag([1 - step, 1, 1]))
model_D = ((plus[0] - plus[1]) - (minus[0] - minus[1])) / (2 * step)
e_rot = valley_energies(Q)
e_bent = valley_energies(F_mid)
assert np.ptp(e_rot) < 1e-8
assert np.max(np.abs(e_rot - valley_energies(I3))) < 1e-8
actual_xy = e_bent[0] - e_bent[1]
green_xy = model_D * (E_mid[0, 0] - E_mid[1, 1])
small_xy = model_D * (eps_mid[0, 0] - eps_mid[1, 1])
actual_yz = e_bent[1] - e_bent[2]
small_yz = model_D * (eps_mid[1, 1] - eps_mid[2, 2])
assert abs(green_xy / actual_xy - 1) < 0.05    # linear response at finite strain
assert small_xy / actual_xy < 0.6
assert abs(actual_yz) < 1e-8 and abs(small_yz) > 5e-3

# ---------- silicon valleys and inverse masses ----------
Xi_u, m_long, m_trans, T = 9.0, 0.92, 0.19, 300.0
kB = const.k / const.e
kT = kB * T
inverse_mass = np.full((3, 3), 1 / m_trans)    # row valley, column direction
np.fill_diagonal(inverse_mass, 1 / m_long)


def occupations(strain, thermal=kT):
    energy = Xi_u * np.diag(strain)
    weight = np.exp(-(energy - energy.min()) / thermal)
    return weight / weight.sum()


f_zero = occupations(np.zeros((3, 3)))
f_rigid = occupations(eps_rigid)
f_green, f_small = occupations(E_mid), occupations(eps_mid)
im_zero, im_rigid = f_zero @ inverse_mass, f_rigid @ inverse_mass
im_green, im_small = f_green @ inverse_mass, f_small @ inverse_mass

# Inverse mass from thermal velocity variance
for mass in (m_long, m_trans):
    top = quad(lambda k: (k / mass)**2 * np.exp(-k*k / (2 * mass)), -12, 12)[0]
    bottom = quad(lambda k: np.exp(-k*k / (2 * mass)), -12, 12)[0]
    assert abs(top / bottom - 1 / mass) < 1e-7

# ---------- sizes of neglected effects ----------
mass_dos = (m_long * m_trans**2)**(1 / 3) * const.m_e
N_pair = 4 * (mass_dos * const.k * T / (2 * np.pi * const.hbar**2))**1.5


def fermi_half(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda y: y*y * np.exp(eta - y*y) / (1 + np.exp(eta - y*y)), 0, 8)[0]


def fermi_occupations(strain, density_cm3):
    shift = Xi_u * np.diag(strain) / kT
    target = density_cm3 * 1e6 / N_pair

    def log_excess(eta):
        return np.log(sum(fermi_half(eta - s) for s in shift) / target)

    eta = brentq(log_excess, -40, 10)
    parts = np.array([fermi_half(eta - s) for s in shift])
    return parts / parts.sum()


density = 1e17
assert np.allclose(fermi_occupations(E_mid, 1e10), f_green, atol=1e-6)
f_fermi = fermi_occupations(E_mid, density)
confinement = (const.hbar**2 * np.pi**2 / (2 * const.m_e * (thickness * 1e-9)**2)
               * (1 / m_trans - 1 / m_long) / const.e)
bending_shift = Xi_u * (E_outer[0, 0] - E_mid[0, 0])
second_order = Xi_u * (E_mid[0, 0] - stretch)
tensor_lab = Q @ np.diag(f_green @ inverse_mass) @ Q.T
mass_rotation = tensor_lab[0, 0] / im_green[0] - 1
im_hot = occupations(eps_rigid, kB * 400.0) @ inverse_mass
phonon = 0.06                                  # eV, rough intervalley energy


def transfer_rate(delta):
    """Thermal intervalley rate into a valley higher by delta, common prefactor."""
    energy = np.linspace(0, 40 * kT, 400001)
    n_ph = 1 / np.expm1(phonon / kT)
    final = (n_ph * np.sqrt(np.maximum(energy + phonon - delta, 0))
             + (n_ph + 1) * np.sqrt(np.maximum(energy - phonon - delta, 0)))
    return np.trapezoid(np.sqrt(energy) * np.exp(-energy / kT) * final, energy) \
        if hasattr(np, 'trapezoid') else \
        np.trapz(np.sqrt(energy) * np.exp(-energy / kT) * final, energy)


true_split = Xi_u * (E_mid[0, 0] - E_mid[1, 1])
rate_ratio = transfer_rate(true_split) / transfer_rate(0.0)
balance = (transfer_rate(true_split) * np.exp(true_split / kT)
           / transfer_rate(-true_split))
assert abs(balance - 1) < 1e-4                 # grid error at square-root edges

# ---------- printed results ----------
def pct(values):
    return ' '.join(f'{100 * v:.4f}' for v in np.atleast_1d(values))


def row(values, digits=4):
    return ' '.join(f'{v:.{digits}f}' for v in values)


false_shift = Xi_u * eps_rigid[0, 0]
print(f'Rotation: {degrees:.1f} degrees = {theta:.6f} rad; cosine {np.cos(theta):.7f}')
print('Rigid rotation, eps xx yy zz (percent):', pct(np.diag(eps_rigid)))
print(f'Small-angle estimate -theta^2/2 (percent): {-50 * theta**2:.4f}')
print('False volume change, trace eps (percent):', pct(np.trace(eps_rigid)))
print(f'Rigid rotation, largest |E| (rounding only): {np.max(np.abs(E_rigid)):.1e}')
print('Real stretch hidden when eps = 0 (percent):', pct(hidden_stretch))
print(f'Ribbon thickness, bend radius (nm): {thickness:.0f}, {radius:.0f}')
print(f'Undeformed distance to the point (nm): {X_point:.1f}')
print(f'Imposed stretch (percent), Poisson ratio: {100*stretch:.2f}, {poisson:.2f}')
print('Bent ribbon mid-plane, eps xx yy zz (percent):', pct(np.diag(eps_mid)))
print('Bent ribbon mid-plane, eps xz (percent):', pct(eps_mid[0, 2]))
print('Bent ribbon mid-plane, E xx yy zz (percent):', pct(np.diag(E_mid)))
print(f'Angle for 10 percent error in stretch (degrees): {np.degrees(angle_10):.3f}')
print(f'Angle where eps xx reads zero (degrees): {np.degrees(angle_zero):.3f}')
print(f'Model crystal cell, well width (angstrom): {cell_A:.1f}, {width_A:.1f}')
print(f'Model crystal well depth (eV): {depth_eV:.1f}')
print(f'Model splitting per unit strain (eV): {model_D:.4f}')
print(f'Model valley spread after pure rotation (eV): {np.ptp(e_rot):.1e}')
print(f'Model x-y splitting, computed bands (eV): {actual_xy:.5f}')
print(f'Model x-y splitting predicted from E (eV): {green_xy:.5f}')
print(f'Model x-y splitting predicted from eps (eV): {small_xy:.5f}')
print(f'Model y-z splitting, computed bands (eV): {actual_yz:.1e}')
print(f'Model y-z splitting predicted from eps (eV): {small_yz:.5f}')
print(f'Silicon Xi_u, rough (eV): {Xi_u:.1f}')
print(f'Silicon masses long, trans, rough (m_e): {m_long:.2f}, {m_trans:.2f}')
print(f'Temperature (K), thermal energy (eV): {T:.0f}, {kT:.5f}')
print(f'False x,z valley shift relative to y, pure rotation (eV): {false_shift:.5f}')
print(f'The same shift (hartree): {false_shift / hartree:.6f}')
print('Occupations x y z, unstrained:', row(f_zero))
print('Occupations x y z, pure rotation read by eps:', row(f_rigid))
print('Inverse mass x y z, unstrained (1/m_e):', row(im_zero))
print('Inverse mass x y z, pure rotation by eps (1/m_e):', row(im_rigid))
print('False inverse-mass change x y z (percent):', pct(im_rigid / im_zero - 1))
print(f'Bent ribbon x-y valley splitting from E (eV): {true_split:.5f}')
print('Bent ribbon valley shifts x y z from E (eV):', row(Xi_u*np.diag(E_mid), 5))
print('Bent ribbon valley shifts x y z from eps (eV):', row(Xi_u*np.diag(eps_mid), 5))
print('Bent ribbon occupations x y z from E:', row(f_green))
print('Bent ribbon occupations x y z from eps:', row(f_small))
print('Bent ribbon inverse mass x y z from E (1/m_e):', row(im_green))
print('Bent ribbon inverse mass x y z from eps (1/m_e):', row(im_small))
print('Error of eps in inverse mass x y z (percent):', pct(im_small / im_green - 1))
print(f'Neglected: outer-surface bending shift (eV): {bending_shift:.5f}')
print(f'Neglected: confinement valley splitting (eV): {confinement:.5f}')
print(f'Neglected: E versus stretch, valley shift (eV): {second_order:.5f}')
print(f'Electron density for degeneracy check (cm^-3): {density:.1e}')
print('Occupations x y z with Fermi statistics, from E:', row(f_fermi))
print('Inverse-mass change, lab x versus ribbon axis (percent):', pct(mass_rotation))
print('False inverse-mass change x at 400 K (percent):', pct(im_hot[0]/im_zero[0] - 1))
print(f'Intervalley phonon energy, rough (eV): {phonon:.3f}')
print(f'Upward intervalley rate / unstrained rate: {rate_ratio:.4f}')
print('verified')
```

Running it gives:

```
Rotation: 5.0 degrees = 0.087266 rad; cosine 0.9961947
Rigid rotation, eps xx yy zz (percent): -0.3805 0.0000 -0.3805
Small-angle estimate -theta^2/2 (percent): -0.3808
False volume change, trace eps (percent): -0.7611
Rigid rotation, largest |E| (rounding only): 1.1e-18
Real stretch hidden when eps = 0 (percent): 0.3820
Ribbon thickness, bend radius (nm): 50, 50000
Undeformed distance to the point (nm): 4341.6
Imposed stretch (percent), Poisson ratio: 0.50, 0.28
Bent ribbon mid-plane, eps xx yy zz (percent): 0.1176 -0.1400 -0.5200
Bent ribbon mid-plane, eps xz (percent): 0.0279
Bent ribbon mid-plane, E xx yy zz (percent): 0.5012 -0.1399 -0.1399
Angle for 10 percent error in stretch (degrees): 1.807
Angle where eps xx reads zero (degrees): 5.718
Model crystal cell, well width (angstrom): 5.0, 0.8
Model crystal well depth (eV): 15.0
Model splitting per unit strain (eV): -2.2803
Model valley spread after pure rotation (eV): 3.2e-14
Model x-y splitting, computed bands (eV): -0.01448
Model x-y splitting predicted from E (eV): -0.01462
Model x-y splitting predicted from eps (eV): -0.00587
Model y-z splitting, computed bands (eV): -2.0e-12
Model y-z splitting predicted from eps (eV): -0.00866
Silicon Xi_u, rough (eV): 9.0
Silicon masses long, trans, rough (m_e): 0.92, 0.19
Temperature (K), thermal energy (eV): 300, 0.02585
False x,z valley shift relative to y, pure rotation (eV): -0.03425
The same shift (hartree): -0.001259
Occupations x y z, unstrained: 0.3333 0.3333 0.3333
Occupations x y z, pure rotation read by eps: 0.4413 0.1173 0.4413
Inverse mass x y z, unstrained (1/m_e): 3.8711 3.8711 3.8711
Inverse mass x y z, pure rotation by eps (1/m_e): 3.4201 4.7731 3.4201
False inverse-mass change x y z (percent): -11.6511 23.3022 -11.6511
Bent ribbon x-y valley splitting from E (eV): 0.05770
Bent ribbon valley shifts x y z from E (eV): 0.04511 -0.01259 -0.01259
Bent ribbon valley shifts x y z from eps (eV): 0.01058 -0.01260 -0.04680
Bent ribbon occupations x y z from E: 0.0509 0.4745 0.4745
Bent ribbon occupations x y z from eps: 0.0790 0.1937 0.7273
Bent ribbon inverse mass x y z from E (1/m_e): 5.0505 3.2814 3.2814
Bent ribbon inverse mass x y z from eps (1/m_e): 4.9332 4.4542 2.2260
Error of eps in inverse mass x y z (percent): -2.3235 35.7405 -32.1643
Neglected: outer-surface bending shift (eV): 0.00454
Neglected: confinement valley splitting (eV): 0.00063
Neglected: E versus stretch, valley shift (eV): 0.00011
Electron density for degeneracy check (cm^-3): 1.0e+17
Occupations x y z with Fermi statistics, from E: 0.0510 0.4745 0.4745
Inverse-mass change, lab x versus ribbon axis (percent): -0.2661
False inverse-mass change x at 400 K (percent): -9.5543
Intervalley phonon energy, rough (eV): 0.060
Upward intervalley rate / unstrained rate: 0.3720
verified
```
